\section*{Short-distance collapse of the BKS silicon-oxygen potential and its repair}

\section*{Problem}

The BKS model of silica describes a silicon and an oxygen atom at distance $r$ by a Coulomb term and a Buckingham part. In atomic units,
\begin{equation}
U(r)=-\frac{Z}{r}+U_{\mathrm B}(r),\qquad
U_{\mathrm B}(r)=A e^{-Br}-\frac{C}{r^{6}},\qquad Z=|q_{\rm Si}q_{\rm O}| .
\label{eq:U}
\end{equation}
The published parameters, which define the model, are $q_{\rm Si}=2.4$, $q_{\rm O}=-1.2$, $A=18003.7572$ eV, $B=4.87318$ \AA$^{-1}$ and $C=133.5381$ eV\,\AA$^6$. With energies in eV and lengths in \AA, $Z$ carries the Coulomb constant and equals $41.4710$ eV\,\AA. Two oxygen atoms interact through
\begin{equation}
V(d)=\frac{q_{\rm O}^2}{d}+A' e^{-B'd}-\frac{C'}{d^6},
\end{equation}
with $A'=1388.7730$ eV, $B'=2.76000$ \AA$^{-1}$, $C'=175.0000$ eV\,\AA$^6$. The motion is classical.

\begin{enumerate}
\item[(a)] Find the behaviour of $U_{\mathrm B}$ and $U$ as $r\to0$. Show that $U$ has at most two stationary points, and find when $U_{\mathrm B}$ alone has a barrier and a well.
\item[(b)] Determine what the Coulomb and dispersion terms each contribute to the collapse.
\item[(c)] Let $r_1$ be the barrier position and $r_2$ the pair minimum of $U$. Add $D\,w(r)$ with $D>0$, $x=r/r_c$ and
\begin{equation}
w(r)=\left(\frac{1-x}{x^{2}}\right)^{4}\ (x<1),\qquad w(r)=0\ (x\ge1),\qquad r_1<r_c\le r_2 .
\label{eq:w}
\end{equation}
How smooth is the result, and how large must $D$ be to remove both the divergence and any false inner well?
\item[(d)] For $r_c=1.30$ \AA\ and $D=1000$ eV, follow the radial motion of a bound pair whose energy lies slightly above the barrier top.
\item[(e)] Obtain a normal bond distance from a regular SiO$_4$ tetrahedron, and decide whether the repair changes it.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Collapse, barrier and well}

Multiplying Eq.~\eqref{eq:U} by $r^6$ gives
\begin{equation}
r^6U(r)=-Zr^5+A r^6e^{-Br}-C\;\longrightarrow\;-C\qquad(r\to0).
\end{equation}
The same limit holds for $U_{\rm B}$, where $Z=0$. The exponential never exceeds $A$, so it cannot balance a term that diverges. Both energies fall to $-\infty$ as $-C/r^6$, and any bond they describe is only a local minimum.

The slope is
\begin{equation}
U'(r)=\frac{Z}{r^2}-ABe^{-Br}+\frac{6C}{r^7}
=e^{-Br}\left[h(r)-AB\right],\qquad
h(r)=e^{Br}\left(\frac{Z}{r^2}+\frac{6C}{r^7}\right).
\label{eq:slope}
\end{equation}
Each term of $h$ is a positive multiple of $f=e^{Br}r^{-n}$. Since $f'=(B-n/r)f$,
\begin{equation}
f''=\left[\left(B-\frac nr\right)^2+\frac{n}{r^2}\right]f>0 .
\end{equation}
Thus $h$ is strictly convex. It diverges at $r\to0$ and at $r\to\infty$, so $h=AB$ has two roots if $\min h<AB$, one if they are equal, and none otherwise. With two roots, $U'$ is positive inside $r_1$, negative between $r_1$ and $r_2$, and positive beyond $r_2$. The inner root is therefore a maximum and the outer one a minimum.

For the Buckingham part alone, $h=6Ce^{Br}/r^7$ is smallest at $r=7/B$. A barrier and a well exist if and only if
\begin{equation}
AB>6C\left(\frac{Be}{7}\right)^7 .
\end{equation}
This requires $A>14289$ eV, which the BKS value satisfies. To find the roots, take the seventh root of $r^7e^{-Br}=6C/(AB)$ and set $y=-Br/7$:
\begin{equation}
ye^y=-\frac B7\left(\frac{6C}{AB}\right)^{1/7},\qquad
r=-\frac7B\,W_k\!\left[-\frac B7\left(\frac{6C}{AB}\right)^{1/7}\right].
\end{equation}
The Lambert branch $k=0$ has $-1<y<0$, hence $r<7/B$, and gives the barrier at $1.098$ \AA. The branch $k=-1$ gives the well at $1.838$ \AA. The barrier height is $9.214-(-1.144)=10.358$ eV.

\subsection*{(b) What each term does}

For the full pair energy the barrier lies at $r_1=1.194$ \AA\ and the minimum at $r_2=1.371$ \AA. Its height is
\begin{equation}
\Delta=U(r_1)-U(r_2)=-27.316+27.774=0.458\ \text{eV}=0.0168\ \text{hartree}.
\end{equation}
The change with $Z$ or $C$ follows by differentiating $\Delta$. The shifts of $r_1$ and $r_2$ do not contribute, because $U'$ vanishes at both points:
\begin{equation}
\frac{\partial\Delta}{\partial Z}=-\left(\frac1{r_1}-\frac1{r_2}\right)<0,\qquad
\frac{\partial\Delta}{\partial C}=-\left(\frac1{r_1^6}-\frac1{r_2^6}\right)<0 .
\end{equation}
Both attractions lower the barrier. Coulomb attraction reduces it from $10.4$ eV to $0.46$ eV.

Dispersion is not the sole source of divergence: for $C=0$ the energy still falls as $-Z/r$. The barrier is then $14312$ eV high and lies at $0.023$ \AA, far inside the distances reached by thermal motion in silica. The Buckingham part thus collapses by itself, and its dispersion term brings the collapse within reach, while the Coulomb term makes the remaining barrier low.

The two divergences also differ in strength. At nonzero angular momentum $L$ and reduced mass $\mu$, the centrifugal energy $L^2/(2\mu r^2)$ outweighs $-Z/r$ at small $r$, but not $-C/r^6$.

\subsection*{(c) A core of finite range}

An added inverse power $K/r^n$ would exert a force $nK/r^{n+1}$ at every distance and so shift the pair minimum, by an amount that falls quickly with $n$. With $K$ just large enough to remove the barrier, the shift is about $0.14$ \AA\ for $n=8$, $0.04$ \AA\ for $n=12$ and $0.002$ \AA\ for $n=24$. The function in Eq.~\eqref{eq:w} vanishes identically for $r\ge r_c$.

Write $w=s^4$ with $s=(1-x)/x^2$. Then
\begin{equation}
\frac{ds}{dx}=\frac{-x^2-2x(1-x)}{x^4}=-\frac{2-x}{x^3},
\qquad
w'(r)=\frac{4s^3}{r_c}\frac{ds}{dx}=-\frac{4(1-x)^3(2-x)}{r_c\,x^9}<0
\end{equation}
for $x<1$. Near $x=1$, $w$ is $(1-x)^4$ times a smooth function. Its value and first three derivatives vanish there, while the fourth derivative approaches $24/r_c^4$ from inside and is zero outside. Energy, force, force constant and third derivative are therefore continuous.

At small $r$, $Dw\simeq D(r_c/r)^8$, which outweighs $C/r^6$. Any $D>0$ turns the divergence into a repulsive wall. To exclude a false well as well, define on $(0,r_1)$
\begin{equation}
Q(r)=\frac{U'(r)}{-w'(r)},\qquad
U'+Dw'=(-w')\,(Q-D).
\label{eq:Q}
\end{equation}
Here $Q>0$. It vanishes at $r_1$, and near the origin
\begin{equation}
Q\simeq\frac{6C/r^7}{8r_c^8/r^9}=\frac{3C\,r^2}{4r_c^8}\to0 .
\end{equation}
Being continuous, $Q$ attains a finite maximum $D^*$ between these ends. Three cases follow.
\begin{itemize}
\item If $D>D^*$, the slope is negative on $(0,r_1)$. It is negative at $r_1$, where $U'=0$ and $w'<0$, and on $(r_1,r_2)$, where $U'<0$ and $w'\le0$. The repaired energy falls all the way from the wall to $r_2$.
\item If $D<D^*$, the slope is negative near the origin but positive where $Q>D$. A false minimum lies between.
\item If $D=D^*$, the slope touches zero without changing sign, so there is a stationary point but no well.
\end{itemize}

For $r_c=1.30$ \AA\ the maximum lies at $r=1.1341$ \AA. The three terms of Eq.~\eqref{eq:slope} and the core slope there give
\begin{equation}
D^*=\frac{32.24-349.12+332.05}{0.02464}\ \text{eV}
=\frac{15.17}{0.02464}\ \text{eV}\approx616\ \text{eV}=22.6\ \text{hartree}.
\end{equation}
The choice $D=1000$ eV is sufficient. With $D=100$ eV the divergence is gone, but a false well of $-91.5$ eV remains at $0.784$ \AA, about $64$ eV below the pair minimum. A finite energy is thus not enough for a usable repair.

The range matters too. $D^*$ is $236$ eV for $r_c=1.35$ \AA\ and $2637$ eV for $r_c=1.25$ \AA. As $r_c\to r_1$ from above it grows without bound: at $r_c=r_1$, $U'$ vanishes linearly at $r_1$ but $w'$ cubically, so $Q$ diverges. A range beyond $r_2$ would alter the pair minimum.

\subsection*{(d) A bound pair slightly above the barrier}

Start at $r_2$, moving inward with kinetic energy $1.1\,\Delta$. The total energy is
\begin{equation}
E=-27.774+1.1\times0.458=-27.270\ \text{eV}.
\end{equation}
This describes a pair already bound near $r_2$. Two atoms arriving from far apart have $E\ge0$, at least $27.3$ eV above the barrier top, so in a head-on collision the original barrier cannot stop them at all.

For the bound pair in the original potential, $0.1\,\Delta=0.046$ eV of kinetic energy is left at the top. Inside $r_1$ the potential only falls, so there is no turning point. At small $r$, energy conservation becomes $\mu\dot r^2/2\simeq C/r^6$, and the time to fall from a small distance $r_0$ to zero is
\begin{equation}
t\simeq\sqrt{\frac{\mu}{2C}}\int_0^{r_0}r^3\,dr=\frac{r_0^4}{4}\sqrt{\frac{\mu}{2C}},
\end{equation}
which is finite. The numerical trajectory was followed down to $0.60$ \AA. With kinetic energy $0.9\,\Delta$ the pair instead turns back at $1.222$ \AA, outside the barrier.

With the core, the faster pair turns back at $1.205$ \AA, where $U+Dw=E$. The size of the change at a few distances is:
\begin{center}
\begin{tabular}{ccc}
$r$ (\AA) & $U$ (eV) & $U+Dw$ (eV)\\
0.8 & $-196.28$ & $867.70$\\
1.0 & $-37.30$ & $-14.16$\\
1.2 & $-27.32$ & $-27.25$\\
1.3 & $-27.65$ & $-27.65$
\end{tabular}
\end{center}
At $1.0$ \AA, for example, $x=0.7692$ and $s=0.390$, so $Dw=1000\times0.390^4\approx23.1$ eV.

\subsection*{(e) The normal bond distance}

The pair minimum is not the bond length in a network, because each bond also feels the other atoms. In a single tetrahedron the neighbouring oxygen atoms repel each other and stretch the bonds. In a network, repulsion between silicon atoms that share an oxygen also stretches them, but the interactions with more distant atoms compress them by more. Relaxed BKS $\alpha$-quartz has Si--O bonds of about $1.60$ \AA, slightly shorter than the cluster value found below. In a regular tetrahedron two Si--O directions have scalar product $-1/3$, so the O--O distance obeys $d^2=2R^2(1+1/3)=8R^2/3$. Four Si--O and six O--O pairs give
\begin{equation}
E(R)=4U(R)+6V\!\left(\sqrt{\tfrac83}\,R\right),\qquad
4U'(R)+6\sqrt{\tfrac83}\;V'\!\left(\sqrt{\tfrac83}\,R\right)=0 .
\end{equation}
In the original model this equation has two roots. The inner one, $R=1.091$ \AA, is a maximum, the barrier to symmetric collapse. The minimum is $R=1.626$ \AA, with $d=2.656$ \AA. There $U'=10.59$ and $V'=-4.325$ eV/\AA, so the two terms are $+42.4$ and $-42.4$ eV/\AA. The O--O repulsion holds each Si--O bond stretched beyond $r_2$.

Since $R$ exceeds $r_c$ by $0.33$ \AA, $w$ vanishes throughout a neighbourhood of $R$. The bond length and every derivative of the energy at $R$ are unchanged. Minimizing the explicit coordinate sum with and without the core gives $1.6264$ \AA\ in both cases. This charged cluster supplies a bond distance within BKS, not a prediction for the glass.

Now push one oxygen toward silicon, to distance $r$, with the other atoms fixed. Its distance to each of the other three oxygens follows from $d^2=r^2+R^2+2rR/3$. In the original model the barrier lies at $r=1.128$ \AA, with height
\begin{equation}
\underbrace{(-27.78+26.21)}_{\text{Si--O}}
+\underbrace{3\,(10.515-8.219)}_{\text{O--O}}
=-1.57+6.89=5.32\ \text{eV}.
\end{equation}
Along this path the protection comes from the oxygen neighbours; the Si--O energy itself is lower at the barrier than at the bond. Holding the neighbours fixed overestimates the barrier: if the other three oxygens relax, it drops to about $4.7$ eV. Beyond the barrier the original model still collapses. With the core, a scan from $0.3$ \AA\ to just short of $R$ shows the energy falling outward throughout, so the displaced atom is driven back.

The repair leaves unchanged every configuration whose Si--O distances are all at least $r_c$. A hot melt that visits shorter distances does feel the core. The O--O energy also diverges, as $-C'/d^6$, and needs a core of its own before a whole simulation is safe from collapse. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Charges q_Si, q_O: 2.4, -1.2 e
Coulomb constant: 14.39965 eV angstrom
Si-O Coulomb strength Z: 41.4710 eV angstrom
Si-O A: 18003.7572 eV
Si-O B: 4.87318 1/angstrom
Si-O C: 133.5381 eV angstrom^6
O-O A: 1388.7730 eV
O-O B: 2.76000 1/angstrom
O-O C: 175.0000 eV angstrom^6
Full pair, barrier position r1: 1.1936 angstrom
Full pair, minimum position r2: 1.3708 angstrom
Full pair, energy at r1: -27.3158 eV
Full pair, energy at r2: -27.7741 eV
Full pair, barrier: 0.4583 eV = 0.01684 hartree
Buckingham alone, barrier position: 1.0983 angstrom
Buckingham alone, minimum position: 1.8378 angstrom
Buckingham alone, energy at barrier: 9.2140 eV
Buckingham alone, energy at minimum: -1.1440 eV
Buckingham alone, barrier: 10.3580 eV
Buckingham alone, smallest A with a well: 14289.1 eV
C = 0, barrier position: 0.02299 angstrom
C = 0, minimum position: 1.8162 angstrom
C = 0, barrier: 14312.0 eV
Core range rc: 1.30 angstrom = 2.4566 bohr
Core strength D: 1000.0 eV = 36.7493 hartree
Threshold Dstar: 615.74 eV = 22.6279 hartree
Distance that fixes Dstar: 1.1341 angstrom
Dstar for rc = 1.25 angstrom: 2636.91 eV
Dstar for rc = 1.35 angstrom: 236.21 eV
Weak core strength: 100.0 eV
Weak core, false well position: 0.7841 angstrom
Weak core, false well energy: -91.540 eV
Collision energies over barrier height: 0.9, 1.1
Original, slow collision turns at: 1.2224 angstrom
Original, fast collision followed down to: 0.60 angstrom
Repaired, fast collision turns at: 1.2046 angstrom
r = 0.8 angstrom: original -196.2847 eV, repaired 867.6955 eV
r = 1.0 angstrom: original -37.2983 eV, repaired -14.1639 eV
r = 1.1 angstrom: original -28.4878 eV, repaired -26.3560 eV
r = 1.2 angstrom: original -27.3184 eV, repaired -27.2520 eV
r = 1.3 angstrom: original -27.6477 eV, repaired -27.6477 eV
r = 1.6 angstrom: original -26.4806 eV, repaired -26.4806 eV
SiO4 bond length before repair: 1.6264 angstrom
SiO4 bond length after repair: 1.6264 angstrom
SiO4 pushed oxygen, barrier position: 1.1284 angstrom
SiO4 pushed oxygen, barrier: 5.3155 eV
\end{verbatim}
